# Largest single excitation of an electron gas by a slow ion

**Question.** A heavy ion moves through a metal at one percent of the Fermi speed. How large an excitation can it create in the conduction electrons, how does that limit scale with speed and density, and how is it related to the total energy the ion loses?

**Answer.** The total loss has no ceiling of this kind, because it grows with the distance travelled. What can be bounded is the energy of each separate excitation.

## The model

The metal is a uniform gas of electrons at zero temperature, filling all states up to the wave number $k_F$. The ion is so heavy that its velocity $\mathbf v$ may be held constant. The ion potential acts once (leading order), and the gas responds as independent electrons moving in the total, self-consistent potential. This is the random-phase approximation, with the Lindhard response.

Atomic units, $\hbar=m=e=1$, are used in the derivation, so that $k_F$ is also the Fermi speed $v_F$. The Fermi energy is $E_F=k_F^2/2$, and $\beta=v/v_F$.

## The limit on one excitation

A potential carried along rigidly has the Fourier form

$$V(\mathbf r-\mathbf vt)=\int\frac{d^3q}{(2\pi)^3}\,V_q\,e^{i\mathbf q\cdot\mathbf r-i(\mathbf q\cdot\mathbf v)t}.$$

The component that transfers momentum $\mathbf q$ oscillates at $\omega=\mathbf q\cdot\mathbf v$, and this is the energy it transfers. Hence

$$\omega\le qv .$$

An electron lifted from $\mathbf k$ to $\mathbf k+\mathbf q$ gains

$$\Delta=\tfrac12|\mathbf k+\mathbf q|^2-\tfrac12k^2=\mathbf k\cdot\mathbf q+\tfrac12q^2\ \ge\ \tfrac12q^2-k_Fq,$$

since $k\le k_F$. Energy conservation sets $\Delta=\omega$. The two inequalities together give $\tfrac12q^2-k_Fq\le qv$, or, after division by $q$,

$$q\le 2(k_F+v).$$

Putting this into $\omega\le qv$ gives

$$\omega\le W=2v(k_F+v)=2\beta(1+\beta)k_F^2=4\beta(1+\beta)E_F .$$

In ordinary units $W=2mv(v_F+v)$. Equality needs $\mathbf q$ along $\mathbf v$ and an initial electron at the Fermi surface moving straight at the ion. Its final wave number is $-k_F+2(k_F+v)=k_F+2v$, an empty state, so the Pauli principle permits it. Only this one point of phase space reaches $W$. The limit can be approached as closely as desired, but the spectral weight vanishes there.

At $\beta=0.01$,

$$\frac{W}{E_F}=4(0.01)(1.01)=0.0404 .$$

The leading term, $4\beta E_F$, is four percent of the Fermi energy. A numerical search over collisions allowed by energy conservation and the Pauli principle gives maxima of $0.0404$, $0.440$ and $1.56\,E_F$ at $\beta=0.01$, $0.1$ and $0.3$, in agreement with the full formula. The linear term alone would give $0.04$, $0.40$ and $1.20$.

The slow limit is linear in $v$ because the electron supplies most of the relative speed. In the opposite limit, $\beta\gg1$, the pair bound tends to $2mv^2$, the largest energy a heavy projectile can give to an electron at rest. Plasmons must then be considered as well.

## The same limit seen from the ion

In the ion's frame the potential is static and scattering is elastic. An electron of velocity $\mathbf k$ arrives with relative velocity $\mathbf k-\mathbf v$ and leaves with the same relative speed. Back in the metal's frame its speed is at most

$$k'\le|\mathbf k-\mathbf v|+v\le k+2v,$$

and its energy gain is at most

$$\tfrac12(k+2v)^2-\tfrac12k^2=2v(k+v)\le2v(k_F+v)=W .$$

This argument does not assume a weak potential. It covers one collision of an independent electron with a rigid, steadily moving potential. As a test, the equation of motion was integrated for a head-on electron meeting a moving Gaussian barrier 82 eV high, far above the Fermi energy of the example below. The gain was again $0.0404\,E_F$.

## Does the gas have another way to absorb energy?

A collective oscillation could lie outside the pair region, so the response function is needed. Let the total potential energy of an electron contain $\phi e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ plus its complex conjugate, switched on slowly. To first order an orbital $\mathbf k$ acquires the amplitudes

$$c_{\mathbf k+\mathbf q}=\frac{\phi}{\omega+i0-(\mathbf k\cdot\mathbf q+q^2/2)},\qquad
c^*_{\mathbf k-\mathbf q}=\frac{-\phi}{\omega+i0+(-\mathbf k\cdot\mathbf q+q^2/2)} .$$

Their sum is the density wave made by that orbital. Summing over occupied states and both spins, and replacing $\mathbf k$ by $-\mathbf k$ in the second term, gives the density per unit potential:

$$\chi_0=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\left[\frac1{\omega+i0-\Delta}-\frac1{\omega+i0+\Delta}\right].$$

The density wave adds its own Coulomb potential, so $\phi=\phi_{\rm ext}+(4\pi/q^2)\chi_0\phi$. Therefore $\phi=\phi_{\rm ext}/\varepsilon$ with $\varepsilon=1-4\pi\chi_0/q^2$.

For the imaginary part, use $1/(x+i0)\to-i\pi\delta(x)$. Let $k_z$ be the component of $\mathbf k$ along $\mathbf q$. The occupied states at given $k_z$ form a disc of area $\pi(k_F^2-k_z^2)$, which carries the weight $(k_F^2-k_z^2)/4\pi^2$. The delta functions select $k_z=a$ and $k_z=-b$, where

$$a=\frac\omega q-\frac q2,\qquad b=\frac\omega q+\frac q2 .$$

With $(x)_+$ meaning $x$ if positive and zero otherwise,

$$\operatorname{Im}\varepsilon=\frac1{q^3}\left[(k_F^2-a^2)_+-(k_F^2-b^2)_+\right].$$

If both terms are positive, $b^2-a^2=2\omega$ gives $\operatorname{Im}\varepsilon=2\omega/q^3$. For a slow ion, where $\omega\le qv$ and $v\ll k_F$, this holds for $q<2k_F$, apart from a narrow strip at the upper end.

At $\omega=0$ the two terms of $\chi_0$ are equal, and the disc weight gives

$$\chi_0(q,0)=-\frac1{2\pi^2q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k_z^2}{k_z+q/2}\,dk_z .$$

Writing $k_F^2-k_z^2=(k_F^2-q^2/4)+(q/2-k_z)(q/2+k_z)$ makes both integrals elementary:

$$\varepsilon(q,0)=1+\frac{2}{\pi q^3}\left[qk_F+\left(k_F^2-\frac{q^2}4\right)\ln\left|\frac{2k_F+q}{2k_F-q}\right|\right].$$

For small $q$ this becomes $1+\kappa^2/q^2$ with $\kappa^2=4k_F/\pi$, which is Thomas–Fermi screening.

A plasmon requires $\varepsilon=0$. For the ion of the example, $\operatorname{Re}\varepsilon$ was sampled at frequencies up to $qv$ and wave numbers up to $4k_F$. Its smallest value was 1.008, so no plasmon is excited there. For an ion at $3v_F$ the real part becomes strongly negative at small $q$, and this exclusion fails. For the slow ion, absorption comes from pairs alone, and $W$ bounds each quantum.

## How many quanta, and how large are they?

Take a point charge $Z$, for which $|V_q|=4\pi|Z|/q^2$, reduced by $|\varepsilon|$. The golden rule gives the number of excitations per unit time,

$$R=\int\frac{d^3q}{(2\pi)^3}\frac{16\pi^2Z^2}{q^4|\varepsilon|^2}\,2\pi\,A(q,\omega),\qquad \omega=\mathbf q\cdot\mathbf v>0,$$

where $A$ is the density of allowed pairs,

$$A=2\int\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\,\delta(\omega-\Delta),$$

and $f$ is the occupation, 1 or 0. At zero temperature and $\omega>0$ the reverse transition, from a filled higher state to an empty lower one, is impossible. Thus $f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})$ may be replaced by $f_{\mathbf k}-f_{\mathbf k+\mathbf q}$, and

$$A=-\frac{\operatorname{Im}\chi_0}{\pi}=\frac{q^2\operatorname{Im}\varepsilon}{4\pi^2}.$$

Now write $d^3q=2\pi q^2\,dq\,d\omega/(qv)$, and divide $R$ by $v$ to obtain the number per unit path:

$$N=\frac{2Z^2}{\pi v^2}\int\frac{dq}{q}\int_0^{qv}d\omega\,\frac{\operatorname{Im}\varepsilon}{|\varepsilon|^2}.$$

An extra factor $\omega$ in the integrand gives the mean energy loss per unit path, the stopping power $S$.

For a slow ion, put $\operatorname{Im}\varepsilon=2\omega/q^3$ and $|\varepsilon|\approx\varepsilon(q,0)$. The frequency integrals are $\int_0^{qv}\omega\,d\omega=q^2v^2/2$ for $N$ and $\int_0^{qv}\omega^2d\omega=q^3v^3/3$ for $S$. Hence

$$N=\frac{2Z^2}{\pi}\int_0^{2k_F}\frac{dq}{q^2\varepsilon(q,0)^2},\qquad
S=\frac{4Z^2v}{3\pi}\int_0^{2k_F}\frac{dq}{q\,\varepsilon(q,0)^2}.$$

The number of quanta per unit path does not depend on speed, while their energies are proportional to it. This is the origin of friction linear in $v$. The mean quantum is

$$\frac SN=\tfrac23\,v\,\bar q,$$

where $\bar q$ is the mean wave number with weight $1/(q^2\varepsilon^2)$. Since $\bar q<2k_F$, the mean lies below $\tfrac43vk_F$, two thirds of the leading limit $2vk_F$.

The slow-ion spectrum also shows how the weight disappears at the top:

$$\frac{dN}{d\omega}=\frac{4Z^2\omega}{\pi v^2}\int_{\omega/v}^{2k_F}\frac{dq}{q^4\varepsilon(q,0)^2}.$$

Near $\omega=2vk_F$ the range of integration shrinks linearly, so the number of quanta in the top fraction $\delta$ of the spectrum falls as $\delta^2$. This holds for $\beta\ll\delta\ll1$. For $\delta$ below about $2\beta$ only the narrow strip in $q$ neglected above contributes; there $\operatorname{Im}\varepsilon$ itself falls linearly to zero, and the number falls as $\delta^3$. At $\beta=0.01$ the $\delta^2$ window is barely open: the local exponent is 2.2 at $\delta=0.1$ and about 2.5 at $\delta=0.05$.

## A lead ion in lead

Take fcc lead as a free-electron metal, with a rough lattice constant of 0.495 nm and four free electrons per atom. The cubic cell has four atoms, so

$$n=\frac{16}{(0.495\ \mathrm{nm})^3}=131.9\ \mathrm{nm^{-3}},\qquad k_F=(3\pi^2n)^{1/3}=15.75\ \mathrm{nm^{-1}} .$$

This gives $E_F=9.45$ eV and $v_F=1.82\times10^6$ m/s. One percent of that speed is $1.82\times10^4$ m/s, at which a lead ion has a kinetic energy of 357 eV. The limit is

$$W=0.0404\times9.45\ \mathrm{eV}=0.38\ \mathrm{eV}=6.1\times10^{-20}\ \mathrm J.$$

Although the ion carries hundreds of electronvolts, it cannot pass more than a fraction of one to a free electron in a single collision of this kind.

The limit does not contain the ion's charge, but the stopping power does. For a unit point charge, which sets a scale and does not represent the screened lead ion, the linear theory gives $N=3.9$ nm$^{-1}$ and $S=0.61$ eV/nm. Sampling Pauli-allowed collisions in the ion's frame, with the statically screened potential, gives the same values to these digits. The mean quantum is

$$\frac{S}{N}=\frac{0.608}{3.855}\ \mathrm{eV}=0.158\ \mathrm{eV},$$

or 41 percent of $W$. About 34 percent of the quanta lie above $W/2$, but only 1.1 percent above $0.9W$.

The mean total loss reaches $W$ after

$$L=\frac{0.382\ \mathrm{eV}}{0.608\ \mathrm{eV/nm}}=0.63\ \mathrm{nm},$$

less than two neighbour distances. Beyond that path the gas has on average received more than four percent of $E_F$, though in separate portions that each obey the limit. This length holds for the unit charge at constant speed, not for a real lead ion. Standard empirical stopping formulas put the electronic loss of such an ion at tens of eV/nm, and its loss to the atoms near 300 eV/nm, so that it would lose roughly half its energy over this path.

## Scaling

For $\beta\ll1$, $W\approx2mvv_F$. At fixed density it is proportional to the ion speed, and therefore to the square root of the ion's kinetic energy: an ion with a quarter of the energy has half the limit. At fixed ion speed $W$ grows as $v_F\propto n^{1/3}$. At fixed $\beta$ it grows as $E_F\propto n^{2/3}$. In linear response $S$ carries a factor $Z^2$, while $W$ carries none.

## Where the estimate fails

**Recoil.** For an ion of finite mass $M$, in units of the electron mass, the energy given up is $\mathbf q\cdot\mathbf v-q^2/2M$. Repeating the first argument gives $q\le2\mu(k_F+v)$ with $\mu=M/(1+M)$. The energy given up rises with $q$ only up to $q=Mv$. For lead at this speed $Mv$ is far above the largest allowed $q$, so the limit is reached at that largest $q$:

$$W_M=2\mu(k_F+v)\left[v-\frac{\mu(k_F+v)}M\right].$$

To first order in $1/M$ the relative change is $-(2+1/\beta)/M$. For lead this is $-0.027$ percent of $W$.

**Temperature.** At 300 K, $k_BT=0.026$ eV. An electron that starts at $E_F+k_BT$ has a limit 0.14 percent higher. The thermal tail removes the strict cutoff, but changes its position very little. It matters more at the bottom of the spectrum: at 300 K the gas absorbs about 8 percent more quanta and returns as many to the ion, the mean absorbed quantum falls from 0.158 to about 0.149 eV, and the net stopping power is unchanged.

**The crystal.** A real electron state contains several plane waves, whose wave numbers differ by reciprocal-lattice vectors $\mathbf G$. The momentum taken from the ion can then exceed the free-electron limit. For the shortest vector, $G=22.0$ nm$^{-1}$, directed along the motion, the additional energy scale is $\hbar Gv=0.26$ eV, or 69 percent of $W$. The sharp edge at 0.38 eV thus belongs to the free-electron model; in a crystal a tail may extend to roughly 0.65 eV with one such vector. Longer vectors reach further, to about 0.69 eV for the next one and 0.82 eV for the third, so 0.65 eV is not a new edge. The weight of these tails depends on the lattice potential and is not calculated here.

**Changes of velocity.** The example corresponds to the last stage of low-energy self-implantation, where collisions with atoms, and not electronic friction, dominate the slowing. A head-on collision with a resting atom of equal mass can stop the ion in a single encounter. If the change takes as long as the ion needs, at its initial speed, to cover one neighbour distance, 0.35 nm, frequencies are blurred by about $\hbar v/(0.35\ \mathrm{nm})=0.034$ eV, or 9 percent of $W$. The blur is inversely proportional to this time. A head-on collision can be more abrupt: in a third of the time the blur would be 27 percent of $W$. Constant velocity is therefore an assumption that real implantation plainly breaks.

**Strength of the interaction.** The coupling $e^2/\hbar v_F$ is 1.2 for a unit charge, which is not small. Its effect on friction can be gauged from the transport cross section $\sigma_{\rm tr}$, in which each collision is weighted by the forward momentum lost. In the ion's frame the Fermi sphere is displaced by $-\mathbf v$. To first order in $v$, only electrons at its surface contribute to the net force, and integrating over their directions gives $S=nvv_F\sigma_{\rm tr}$. For a Yukawa potential with fixed Thomas–Fermi screening, the cross section from phase shifts is 1.78 times the leading-order (Born) value for an attractive unit charge and 0.42 times for a repulsive one. These ratios refer to the Born value of the same Yukawa potential, 0.51 eV/nm, not to the 0.61 eV/nm found above with Lindhard screening; against the latter they are 1.5 and 0.35. The fixed screening also does not adjust to the charge that the electrons actually pile up or push away: the displaced charge given by the phase shifts (the Friedel sum) is 1.31 and $-0.80$ electrons instead of $\pm1$. Adjusting the screening length to restore $\pm1$ changes the ratios to 1.3 and 0.42 of 0.61 eV/nm. By this gauge the linear stopping power is too low by a factor of 1.3 to 1.8 for an attractive unit charge, and too high by a factor of 2 to 3 for a repulsive one. A lead ion needs a nonlinear treatment.

**Correlated and core electrons.** Beyond the random-phase approximation, several pairs can share one momentum transfer, and their total energy need not obey the one-pair limit. The real bands of lead, with spin–orbit coupling, and the promotion of core electrons in close atomic collisions also lie outside the model. None of these is sized here, so 0.38 eV is a limit for single conduction-electron pairs in the free-electron model. It is not a ceiling on every electronic excitation in lead.

The remaining digits are in the numerical output below.

## Computed results

```
lattice constant (rough): 0.495 nm
free electrons per atom: 4
ion mass: 207.2 u
speed ratio beta: 0.01
electron density: 131.9 nm^-3
Fermi wave number: 15.75 nm^-1
Fermi energy: 9.449 eV
Fermi speed: 1.823e+06 m/s
ion speed: 1.823e+04 m/s
ion kinetic energy: 356.9 eV
largest wave number transfer: 31.81 nm^-1
leading bound 4 beta E_F: 0.378 eV
full bound W: 0.3818 eV
full bound W / E_F: 0.04040
searched maximum / E_F at beta=0.01: 0.04040
searched maximum / E_F at beta=0.1: 0.44000
searched maximum / E_F at beta=0.3: 1.56000
strong-barrier height: 81.63 eV
strong-barrier energy gain / E_F: 0.04040
smallest Re eps, slow ion: 1.008
smallest Re eps, ion at 3 v_F: -2.412e+04
quanta per path, unit charge: 3.855 nm^-1
same, Monte Carlo: 3.854 nm^-1
stopping power, unit charge: 0.6077 eV/nm
same, low-speed formula: 0.6077 eV/nm
same, Monte Carlo: 0.6071 eV/nm
stopping ratio when speed doubles: 2.001
mean quantum: 0.1576 eV
mean quantum / W: 0.4129
fraction of quanta above W/2: 33.77 %
same, Monte Carlo: 33.63 %
fraction of quanta above 0.9 W: 1.097 %
path with mean total loss W: 0.6282 nm
temperature: 300 K
thermal energy kT: 0.02585 eV
edge shift for electron at E_F+kT: 0.1353 %
edge shift from ion recoil: -0.02701 %
shortest reciprocal vector: 21.99 nm^-1
extra quantum hbar G v: 0.2638 eV
extra quantum / W: 0.6911
nearest-neighbour distance: 0.35 nm
broadening hbar v / distance: 0.03429 eV
broadening / W: 0.08981
coupling e^2/(hbar v_F), unit charge: 1.2
Yukawa exact/Born, weak charge: 1
Yukawa exact/Born, attractive unit: 1.781
Yukawa exact/Born, repulsive unit: 0.42
```
